\section*{Inverting a copper dihalide 2p3/2 satellite for Δ and T}

\section*{Question}

I am trying to extract charge-transfer parameters from the Cu $2p_{3/2}$ photoemission spectrum of a copper dihalide. The spectrum has a main line and a satellite at higher binding energy. From it I take two numbers: their separation $W$ and the ratio $r=I_{\rm sat}/I_{\rm main}$ of their areas.

My model has two configurations, $d^9$ and $d^{10}\underline{L}$, where $\underline{L}$ is a hole on the ligands. The parameters are the charge-transfer energy $\Delta$, the mixing $T$ and the core-hole attraction $Q$. I keep $Q$ fixed and fit $\Delta$ and $T$.

To test the procedure I use round synthetic data, $W=9.0$ eV and $r=0.50$. With $Q=9.5$ eV the fit behaves well. With $Q=8.7$ eV the answer depends on the starting values, and with $Q=8.0$ eV the fit never reproduces the data. I have two equations for two unknowns, so I expected one answer each time. Can the equations be inverted in closed form, and when is the solution unique?

\section*{Answer}

They can be inverted in closed form, because the two data and $Q$ fix a triangle. The behaviour of your fit follows from the geometry: two sides and an angle not enclosed by them may fit one triangle, two, or none.

\subsection*{The model and its two data}

Divalent copper has one $3d$ hole, which is either on copper ($d^9$) or on the ligands ($d^{10}\underline{L}$). Only the ligand combination with the symmetry of the copper hole mixes with it, and $T$ is the effective matrix element for that combination. I set the energy of $d^9$ to zero. In the basis $(d^9,\,d^{10}\underline{L})$ the Hamiltonians before and after removal of the core electron are
\begin{equation}
H_i=\begin{pmatrix}0&T\\T&\Delta\end{pmatrix},\qquad
H_f=\begin{pmatrix}0&T\\T&\Delta-Q\end{pmatrix}+\text{const},\qquad Q>0 .
\end{equation}
The core hole attracts $d$ electrons. The configuration $d^{10}\underline{L}$ has one more of them than $d^9$, so it is lowered by $Q$ relative to $d^9$. The constant shifts both lines equally.

I assume that $T$ is unchanged by the core hole, that the core electron leaves suddenly, and that both lines have the same transition matrix element apart from the valence overlap. Multiplet splitting, ligand bandwidth, screening from neighbouring copper sites, extrinsic losses and background are left out. The closest data are a separation of centroids and a ratio of background-corrected areas. Even these are not exact, because a multiplet splitting of the final $d^9$ configuration changes its mixing with $d^{10}\underline{L}$ and so shifts both numbers. Reversing the sign of one basis state changes $T$ to $-T$ and leaves the spectrum alone, so I take $T>0$.

The eigenvalues of $H_i$ are $\Delta/2\pm D/2$ and those of $H_f$ are $(\Delta-Q)/2\pm W/2$, up to the constant, with
\begin{equation}
D=\sqrt{\Delta^2+4T^2},\qquad W=\sqrt{(\Delta-Q)^2+4T^2}.
\label{gaps}
\end{equation}
Here $W$ is the line separation, and $D$ is the gap between the two valence states without a core hole. Both are lengths of vectors in a plane with coordinates $(\Delta,2T)$:
\begin{equation}
\mathbf a=(\Delta,2T)=D(\cos\varphi,\sin\varphi),\qquad
\mathbf b=(\Delta-Q,2T)=W(\cos\varphi',\sin\varphi').
\label{vectors}
\end{equation}
Since $T>0$, both angles lie between $0$ and $\pi$.

\subsection*{The intensity ratio is an angle}

With these angles,
\begin{equation}
H_i=\frac{\Delta}{2}+\frac D2
\begin{pmatrix}-\cos\varphi&\sin\varphi\\ \sin\varphi&\cos\varphi\end{pmatrix}.
\end{equation}
Let the last matrix act on the column $(\cos\frac\varphi2,\,-\sin\frac\varphi2)$. The two components of the result are
\begin{align}
-\cos\varphi\cos\tfrac\varphi2-\sin\varphi\sin\tfrac\varphi2&=-\cos\tfrac\varphi2,\\
\sin\varphi\cos\tfrac\varphi2-\cos\varphi\sin\tfrac\varphi2&=+\sin\tfrac\varphi2 .
\end{align}
This is $-1$ times the original column, which is therefore the ground state:
\begin{equation}
|g\rangle=\cos\tfrac\varphi2\,|d^9\rangle-\sin\tfrac\varphi2\,|d^{10}\underline L\rangle .
\end{equation}
The lower final state $|f_-\rangle$ has the same form with $\varphi'$. The upper one, orthogonal to it, is $|f_+\rangle=\sin\frac{\varphi'}2|d^9\rangle+\cos\frac{\varphi'}2|d^{10}\underline L\rangle$.

Binding energy is final energy minus ground-state energy, so $|f_-\rangle$ gives the line of lower binding energy, your main line. In the sudden approximation the intensities are proportional to the squared overlaps
\begin{align}
I_{\rm main}&\propto\left(\cos\tfrac{\varphi'}2\cos\tfrac\varphi2+\sin\tfrac{\varphi'}2\sin\tfrac\varphi2\right)^2=\cos^2\tfrac{\varphi'-\varphi}{2},\\
I_{\rm sat}&\propto\left(\sin\tfrac{\varphi'}2\cos\tfrac\varphi2-\cos\tfrac{\varphi'}2\sin\tfrac\varphi2\right)^2=\sin^2\tfrac{\varphi'-\varphi}{2}.
\end{align}
Now $\cot\varphi=\Delta/2T$ is larger than $\cot\varphi'=(\Delta-Q)/2T$. The cotangent decreases between $0$ and $\pi$, hence $\varphi'>\varphi$. The half-difference $\delta=(\varphi'-\varphi)/2$ lies between $0$ and $\pi/2$, where the tangent is positive, and the square root has no sign ambiguity:
\begin{equation}
\tan\delta=\sqrt r,\qquad
s\equiv\sin2\delta=\frac{2\sqrt r}{1+r},\qquad
c\equiv\cos2\delta=\frac{1-r}{1+r}.
\label{angle}
\end{equation}
The last two expressions are $2\tan\delta/(1+\tan^2\delta)$ and $(1-\tan^2\delta)/(1+\tan^2\delta)$.

\subsection*{Solving the triangle}

The vectors differ by $\mathbf a-\mathbf b=(Q,0)$. They form a triangle with sides $D$, $W$ and $Q$, and the angle $2\delta$ between $\mathbf a$ and $\mathbf b$ is opposite $Q$. The cosine rule reads
\begin{equation}
Q^2=D^2+W^2-2DWc .
\label{cosine}
\end{equation}
The only unknown is $D$. Completing the square gives $(D-Wc)^2=Q^2-W^2(1-c^2)=Q^2-W^2s^2$, so
\begin{equation}
D=Wc\pm\sqrt{Q^2-W^2s^2},\qquad D>0 .
\label{D}
\end{equation}

For $\Delta$, subtract the squares in (\ref{gaps}): $D^2-W^2=\Delta^2-(\Delta-Q)^2=2Q\Delta-Q^2$. For $T$, evaluate the cross product $a_xb_y-a_yb_x$ twice. In components it is $2T\Delta-2T(\Delta-Q)=2TQ$, and in polar form it is $DW\sin(\varphi'-\varphi)=DWs$. Therefore
\begin{equation}
\Delta=\frac{D^2+Q^2-W^2}{2Q},\qquad T=\frac{DWs}{2Q}.
\label{result}
\end{equation}

So far this shows that any solution must have this form. Conversely, every positive root $D$ gives a solution. From (\ref{cosine}) and (\ref{result}), $DWc=(D^2+W^2-Q^2)/2=D^2-Q\Delta$, and $W^2=D^2+Q^2-2Q\Delta$. Then
\begin{align}
4Q^2T^2&=D^2W^2-(DWc)^2\nonumber\\
&=D^2(D^2+Q^2-2Q\Delta)-(D^2-Q\Delta)^2
=Q^2(D^2-\Delta^2).
\end{align}
Thus $\Delta^2+4T^2=D^2$, and $(\Delta-Q)^2+4T^2=D^2-2Q\Delta+Q^2=W^2$, as required. The scalar product $\mathbf a\cdot\mathbf b=\Delta(\Delta-Q)+4T^2=D^2-Q\Delta=DWc$ returns the correct angle, and hence the correct $r$.

\subsection*{How many solutions?}

Equation (\ref{cosine}) is a quadratic in $D$ whose roots have product $W^2-Q^2$ and sum $2Wc$. For finite $r>0$ the cases are as follows.

\begin{itemize}
\item $W<Q$: the product is negative, so there is one positive root, with the plus sign. The solution is unique for every $r$.
\item $W=Q$: one root is $D=0$, which would need $\Delta=T=0$ and is excluded. The other, $D=2Wc$, is positive if $r<1$. There is then one solution, and otherwise none.
\item $W>Q$: real roots have the same sign. They are positive if $c>0$ and real if $Ws\le Q$. Together these conditions mean $c\ge\sqrt{1-Q^2/W^2}$, or
\begin{equation}
r\le r_{\max}=\frac{W-\sqrt{W^2-Q^2}}{W+\sqrt{W^2-Q^2}} .
\label{rmax}
\end{equation}
There are two solutions below $r_{\max}$, one at $r_{\max}$, and none above it.
\end{itemize}

To see what distinguishes the two solutions, take the scalar product of $\mathbf a-\mathbf b=(Q,0)$ with the unit vector $\mathbf a/D$. It gives
\begin{equation}
D-Wc=\frac{Q\Delta}{D}.
\label{sign}
\end{equation}
By (\ref{D}) the left side is plus or minus the square root. The plus solution therefore has $\Delta>0$ and the minus solution has $\Delta<0$. The $d^9$ weight of the ground state is
\begin{equation}
n_9=\cos^2\tfrac\varphi2=\frac12\left(1+\frac\Delta D\right).
\end{equation}
Since $\Delta/D=\pm\sqrt{Q^2-W^2s^2}/Q$, the two weights add to one. The data cannot distinguish a ground state that is mainly $d^9$ from a partner that is mainly $d^{10}\underline L$, with a different $T$.

The physical origin is visible if you hold $W$ fixed and vary the parameters. The allowed points $(\Delta,2T)$ form a half circle of radius $W$ around $(Q,0)$, and $T$ vanishes at both ends. At the end $\Delta=Q+W$, $d^9$ is lowest both before and after ionization, so the satellite disappears. At the other end $\Delta=Q-W$. If $W<Q$, this $\Delta$ is positive: the ground state is $d^9$ but the lowest final state is $d^{10}\underline L$. The main line then loses all its intensity and $r\to\infty$. If $W>Q$, $\Delta$ is negative there, $d^{10}\underline L$ is lowest both before and after, and the satellite disappears again. The ratio rises from zero and returns to zero, so values below its maximum occur twice.

\subsection*{Your numbers}

For $r=0.50$, equation (\ref{angle}) gives $s=0.9428$, $c=0.3333$ and $2\delta=70.5^\circ$. With $W=9.0$ eV this means $Wc=3.000$ eV and $Ws=8.485$ eV. At $Q=9.5$ eV,
\begin{equation}
D=3.000\pm\sqrt{9.5^2-8.485^2}=3.000\pm4.272\ \text{eV}.
\end{equation}
The minus sign gives $D=-1.272$ eV and is rejected. The plus sign gives $D=7.272$ eV, and (\ref{result}) becomes
\begin{align}
\Delta&=\frac{7.272^2+9.5^2-9.0^2}{2\times9.5}=3.27\ \text{eV}=0.120\ \text{hartree},\\
T&=\frac{7.272\times8.485}{2\times9.5}=3.25\ \text{eV}=0.119\ \text{hartree}.
\end{align}
The ground state has $d^9$ weight $0.72$. In the final state $\Delta-Q=-6.2$ eV, so the main line belongs mainly to $d^{10}\underline L$ and the satellite mainly to $d^9$.

The same data with other values of $Q$ give:
\begin{center}
\begin{tabular}{ccccc}
$Q$ (eV)&$D$ (eV)&$\Delta$ (eV)&$T$ (eV)&$n_9$\\
\hline
10.0&8.29&4.39&3.52&0.76\\
9.5&7.27&3.27&3.25&0.72\\
9.0&6.00&2.00&2.83&0.67\\
8.7&4.92&1.09&2.40&0.61\\
8.7&1.08&$-0.24$&0.53&0.39\\
8.0&\multicolumn{4}{c}{no solution}
\end{tabular}
\end{center}
This is what your fit met. At $Q=8.7$ eV there are two solutions, and the starting values decide which one it finds. At $Q=8.0$ eV the largest ratio compatible with $W=9.0$ eV is $0.37$, so $r=0.50$ is out of reach. For these data a solution requires $Q\ge Ws=8.49$ eV. A fit can also fail from a poor starting point, so check this condition directly. If $Q<Ws$, that $Q$ contradicts the data within this model.

The numerical check checks the count and the values by scanning diagonalized spectra, without using the closed formula.

\subsection*{A unique solution can still be poorly determined}

First consider errors in the data. Write $x=\Delta$ and $y=2T$. The gradient of the length $W$ is $(\cos\varphi',\sin\varphi')$. The gradients of the polar angles are $(-\sin\varphi,\cos\varphi)/D$ for $\varphi$ and $(-\sin\varphi',\cos\varphi')/W$ for $\varphi'$. With $2\delta=\varphi'-\varphi$, the Jacobian determinant is
\begin{align}
\frac{\partial(W,2\delta)}{\partial(\Delta,2T)}
&=\cos\varphi'\left(\frac{\cos\varphi'}W-\frac{\cos\varphi}D\right)
-\sin\varphi'\left(-\frac{\sin\varphi'}W+\frac{\sin\varphi}D\right)\nonumber\\
&=\frac1W-\frac cD=\frac{D-Wc}{WD}=\frac{Q\Delta}{WD^2},
\end{align}
where the last step uses (\ref{sign}). For $T>0$ it vanishes only at $\Delta=0$. There the two solutions merge, and the linear formula for error propagation fails.

Next consider the assumed $Q$. Differentiate (\ref{cosine}) at fixed $W$ and $r$: $Q=(D-Wc)\,dD/dQ$, so (\ref{sign}) gives $dD/dQ=D/\Delta$. Since $T$ is proportional to $D/Q$,
\begin{equation}
\frac{dT}{dQ}=T\left(\frac1D\frac{dD}{dQ}-\frac1Q\right)=\frac{T(Q-\Delta)}{Q\Delta}.
\end{equation}
Differentiating $2Q\Delta=D^2+Q^2-W^2$ gives $\Delta+Q\,d\Delta/dQ=D^2/\Delta+Q$, and therefore
\begin{equation}
\frac{d\Delta}{dQ}=1+\frac{D^2-\Delta^2}{Q\Delta}=1+\frac{4T^2}{Q\Delta}.
\end{equation}
At $Q=9.5$ eV these slopes are $0.65$ for $T$ and $2.36$ for $\Delta$. An error of $0.1$ eV in $Q$ thus shifts $\Delta$ by about $0.24$ eV. On the positive-$\Delta$ branch at $Q=8.7$ eV the slopes have grown to $1.93$ and $3.44$.

The data errors matter as well. At $Q=9.5$ eV, changing $r$ from $0.45$ to $0.55$ moves $\Delta$ from $3.84$ to $2.80$ eV and $T$ from $3.50$ to $3.00$ eV. Changing $W$ from $8.9$ to $9.1$ eV moves $\Delta$ from $3.48$ to $3.05$ eV and $T$ from $3.28$ to $3.21$ eV. At $Q=8.7$ eV, raising $r$ to $0.60$ removes both solutions, because $r_{\max}=0.592$. Near this limit, background subtraction can decide whether a solution exists at all.

\subsection*{What can select the solution}

If you know independently that the ground state is mainly $d^9$, require $\Delta>0$. At most one solution then remains, for any $W$, $r$ and $Q$. This is additional information: $W$ and $r$ do not supply it. The formal label Cu$^{2+}$ does not supply it either, since both configurations describe a divalent site with one hole.

An independent value of $D$ would also decide. In your case at $Q=8.7$ eV the candidates are $4.92$ and $1.08$ eV, which are far apart. If $D$ is known, $Q$ need not be assumed: (\ref{cosine}) gives one positive $Q$ from $D$, $W$ and $r$, and (\ref{result}) then gives $\Delta$ and $T$. The measured excitation must correspond to the model's gap, however. Both eigenstates of $H_i$ have the symmetry of the copper hole, so at a site with inversion symmetry the transition at $D$ is dipole-forbidden. An optical transition to a different ligand orbital does not measure $D$ itself. If that orbital is non-bonding and lies at the same energy $\Delta$, the transition is at $\Delta-(\Delta-D)/2=(\Delta+D)/2$, which is $3.00$ or $0.42$ eV for the two solutions at $Q=8.7$ eV. It can select the branch only as far as that assumption about its energy holds.

Without such information and with $Q$ free, there is a continuous family of solutions, because any $D>0$ completes a triangle with the given $W$ and $2\delta$. A perfect fit to $W$ and $r$ then shows only that $Q$ lies in the allowed range, which by the cases above is $Q\ge Ws$ for $r<1$ and $Q>W$ for $r\ge1$. It does not favour one $Q$ in that range over another.

Uniqueness here also means uniqueness within the two-configuration model. In a real spectrum the $2p^53d^9$ configuration has multiplet structure, which broadens the satellite, and the ligand states form a band. The model also treats one isolated copper site. Where ligands link copper sites strongly, the hole can move to a neighbouring site; this splits the main line and changes both $W$ and $r$, so the inverted $\Delta$ and $T$ can differ markedly from the local values. If $T$ changes when the core hole is created, $\mathbf a-\mathbf b$ is no longer horizontal and (\ref{result}) does not apply. I would report $\Delta$ and $T$ as effective parameters, quote the assumed $Q$ with them, and show how they move over its plausible range.

\section*{Calculated quantities}
\begin{verbatim}
input W = 9.00 eV, r = 0.50, Q = 9.50 eV
angle 2delta = 70.529 deg
sin 2delta = 0.94281, cos 2delta = 0.33333
W sin 2delta (smallest Q with a solution) = 8.4853 eV
W cos 2delta = 3.0000 eV
square root at Q = 9.50 eV: 4.2720 eV
rejected root D = -1.2720 eV
main result: D = 7.2720 eV
main result: Delta = 3.2701 eV = 0.12017 hartree
main result: T = 3.2476 eV = 0.11935 hartree
operator check: W = 9.000000 eV, r = 0.500000
main result: ground d9 weight = 0.7248
main result: dDelta/dQ = 2.358, dT/dQ = 0.651
same W and r, other Q (energies in eV):
Q = 10.0 eV: number of solutions 1
  D 8.2915, Delta 4.3875, T 3.5178 eV, d9 0.7646
Q = 9.5 eV: number of solutions 1
  D 7.2720, Delta 3.2701, T 3.2476 eV, d9 0.7248
Q = 9.0 eV: number of solutions 1
  D 6.0000, Delta 2.0000, T 2.8284 eV, d9 0.6667
Q = 8.7 eV: number of solutions 2
  D 4.9209, Delta 1.0865, T 2.3997 eV, d9 0.6104
  D 1.0791, Delta -0.2383, T 0.5262 eV, d9 0.3896
Q = 8.0 eV: number of solutions 0
largest r at W = 9.0, Q = 8.7 eV: 0.5923
largest r at W = 9.0, Q = 8.0 eV: 0.3716
Q = 8.7 eV, Delta = 1.0865 eV: dDelta/dQ 3.437, dT/dQ 1.933
Q = 8.7 eV, Delta = -0.2383 eV: dDelta/dQ 0.466, dT/dQ -2.269
changed data (energies in eV):
W 9.0, r 0.45, Q 9.5: Delta 3.843, T 3.500
W 9.0, r 0.55, Q 9.5: Delta 2.795, T 3.002
W 8.9, r 0.50, Q 9.5: Delta 3.480, T 3.277
W 9.1, r 0.50, Q 9.5: Delta 3.054, T 3.212
W 9.0, r 0.55, Q 8.7: Delta 0.544, T 1.903; Delta -0.196, T 0.684
W 9.0, r 0.60, Q 8.7: no solution
\end{verbatim}
